\section*{Why Parity Eigenstates of Polar Molecules Have No Dipole in Space}

\section{A wrong Stark shift}

Suppose that the ground state of a polar diatomic molecule had a dipole moment of definite size and direction in space. A weak field $F$ would then align that dipole and lower the energy by an amount linear in $F$. For the model molecule treated below, whose dipole along the bond averages $0.758$, a field $F=10^{-6}$ would give a shift of $-7.6\times10^{-7}$. The actual shift is quadratic in the field and equals $-2.3\times10^{-9}$, and the induced mean dipole is $0.0046$, about 170 times smaller than the supposed one. Hartree atomic units are used throughout: energies in hartree, lengths in bohr, dipoles in $e\,$bohr.

The supposed dipole comes from a calculation with clamped nuclei. Let $\mathbf R$ be the vector from nucleus $B$ to nucleus $A$, and let $\Phi(\mathbf r;\mathbf R)$ be the normalized electronic state for fixed $\mathbf R$, where $\mathbf r$ stands for all electron positions. The clamped-nuclei dipole is
\begin{equation}
\mathbf d(\mathbf R)=\int d\mathbf r\,\Phi^*\,\hat{\mathbf d}\,\Phi=d(R)\,\mathbf n,\qquad \mathbf n=\mathbf R/R .
\end{equation}
The second equality holds for a $\Sigma$ state: its charge density is unchanged by rotation about the axis, so no perpendicular component survives, and turning the nuclei turns the whole density with them. This vector has a direction because a direction was put in by hand. In the Born--Oppenheimer state $\Psi=\Phi(\mathbf r;\mathbf R)\chi(\mathbf R)$ the nuclei have a wave function too, and
\begin{equation}
\langle\hat{\mathbf d}\rangle=\int d\mathbf R\,|\chi(\mathbf R)|^2\,d(R)\,\mathbf n .
\label{eq:average}
\end{equation}
Thus $\mathbf d(\mathbf R)$ is a function still to be averaged, and the average includes the direction of $\mathbf R$.

\section{The counter-example: a $\Sigma$-state diatomic}

Take masses $m_A=2000$ and $m_B=30000$, so that the reduced mass is $m=m_Am_B/(m_A+m_B)=1875$. The potential is the Morse curve $V(R)=D(1-e^{-a(R-R_e)})^2$ with $D=0.2$, $a=1$, $R_e=2.5$, and the dipole function is $d(R)=qR$ with $q=0.3$. These are round model parameters. With the centre-of-mass motion removed,
\begin{equation}
H_0=-\frac{1}{2m}\nabla_{\mathbf R}^2+V(R),\qquad
\nabla^2_{\mathbf R}=\frac1R\frac{\partial^2}{\partial R^2}R-\frac{\mathbf L^2}{R^2}.
\end{equation}
Since $V$ depends on $R$ alone, $\chi=u(R)Y_{JM}(\mathbf n)/R$ separates the equation:
\begin{equation}
-\frac{u''}{2m}+\left[V(R)+\frac{J(J+1)}{2mR^2}\right]u=Eu,\qquad \int u^2dR=1 .
\label{eq:radial}
\end{equation}

\subsection*{No dipole, but a bond length}

The volume element is $R^2dR\,d\Omega$, so the factor $1/R^2$ in $|\chi|^2$ cancels and (\ref{eq:average}) becomes
\begin{equation}
\langle\mathbf d\rangle=\int u^2\,qR\,dR\;\int|Y_{JM}(\mathbf n)|^2\,\mathbf n\,d\Omega=0 .
\end{equation}
The first factor is not zero. The second is, because $Y_{JM}(-\mathbf n)=(-1)^JY_{JM}(\mathbf n)$ makes $|Y_{JM}|^2$ even while $\mathbf n$ is odd. Diagonalizing $H_0$ on a grid of distances and directions, with basis functions that have no definite parity, gives a largest $|\langle d_z\rangle|$ of about $5\times10^{-13}$ among the 15 lowest $M=0$ states, which is zero to rounding error.

In the ground state $|Y_{00}|^2=1/4\pi$, so all directions are equally likely. Nucleus $A$ lies at $m_B\mathbf R/(m_A+m_B)$ from the centre of mass. Its density is a spherical shell of mean radius $(30000/32000)\times2.528=2.370$. The distance between the nuclei is nevertheless well defined: $u^2$ has mean $\bar R=2.528$ and standard deviation $0.137$. The radius of each shell is a fixed fraction of this distance, but neither one-particle density shows a bond pointing anywhere.

\subsection*{States with $J>0$}

Such states can be anisotropic. For $M\ge0$ the recurrence $(2J+1)xP_J^M=(J-M+1)P_{J+1}^M+(J+M)P_{J-1}^M$, with $x=\cos\theta$ and $\theta$ the angle of $\mathbf n$ to the $z$ axis, becomes for normalized spherical harmonics
\begin{equation}
\cos\theta\,Y_{JM}=c_{J+1}Y_{J+1,M}+c_JY_{J-1,M},\qquad c_J^2=\frac{J^2-M^2}{(2J-1)(2J+1)} .
\label{eq:cos}
\end{equation}
The squared norm of the right-hand side is $\langle\cos^2\theta\rangle$:
\begin{align}
\langle\cos^2\theta\rangle&=c_J^2+c_{J+1}^2
=\frac{(J^2-M^2)(2J+3)+[(J+1)^2-M^2](2J-1)}{(2J-1)(2J+1)(2J+3)}\nonumber\\
&=\frac{4J^3+6J^2-1-2M^2(2J+1)}{(2J-1)(2J+1)(2J+3)}
=\frac{2J^2+2J-1-2M^2}{(2J-1)(2J+3)},
\end{align}
where $4J^3+6J^2-1=(2J+1)(2J^2+2J-1)$ was used. With $(2J-1)(2J+3)=4J^2+4J-3$ this gives
\begin{equation}
\langle P_2(\cos\theta)\rangle=\frac{3\langle\cos^2\theta\rangle-1}{2}=\frac{J(J+1)-3M^2}{(2J-1)(2J+3)} .
\end{equation}
Since $Y_{J,-M}=(-1)^MY_{JM}^*$, the densities $|Y_{J,-M}|^2$ and $|Y_{JM}|^2$ are equal, so the result holds for negative $M$ as well. For $J=1$ it equals $0.4$ at $M=0$ and $-0.2$ at $M=\pm1$, and the three values add to zero. This anisotropy is inversion symmetric. It records how the angular momentum is oriented and would be the same for any $\Sigma$-state diatomic with the same $J$ and $M$, polar or not.

\subsection*{Where the dipole and the bond length do appear}

Equation (\ref{eq:cos}) with $J=M=0$ gives $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. Let $u_0,u_1$ be the lowest radial functions for $J=0,1$. Then
\begin{equation}
d_{01}\equiv\langle10|d_z|00\rangle=\frac{1}{\sqrt3}\int u_1\,qR\,u_0\,dR\approx\frac{\bar d}{\sqrt3},\qquad \bar d=q\bar R=0.758 .
\end{equation}
The approximation $u_1\approx u_0$ neglects centrifugal stretching. The formula gives $0.758/1.732=0.438$, and the full calculation gives $0.438$ too. The clamped-nuclei dipole thus sets the strength of the rotational transition.

The transition energy carries the bond length. For $J=1$ the centrifugal term in (\ref{eq:radial}) is $1/(mR^2)$, and in first order
\begin{equation}
E_1-E_0\approx\int\frac{u_0^2}{mR^2}\,dR=2B_0,\qquad B_0=\left\langle\frac{1}{2mR^2}\right\rangle .
\end{equation}
The numbers are $8.4203\times10^{-5}$ for the difference and $8.4209\times10^{-5}$ for $2B_0$. The first must lie below the second, because $u_0$ is a trial function for the $J=1$ problem. A rigid rotor with this gap would have the length $[m(E_1-E_0)]^{-1/2}=(1875\times8.4203\times10^{-5})^{-1/2}=2.517$, slightly less than $\bar R$ because the average of $R^{-2}$ favours short distances.

\section{How a field makes the orientation}

In a field along $z$ the Hamiltonian is $H_0-Fd_z$. Let $|n\rangle$ be the eigenstates of $H_0$ and $|0\rangle$ the ground state. First-order perturbation theory gives the coefficient of $|n\rangle$ as $-(-F\langle n|d_z|0\rangle)/(E_n-E_0)$, which is positive when $\langle n|d_z|0\rangle>0$. Hence
\begin{equation}
\langle d_z\rangle=2F\sum_{n\ne0}\frac{|\langle n|d_z|0\rangle|^2}{E_n-E_0}
\approx\frac{2d_{01}^2}{E_1-E_0}F\approx\frac{\bar d^{\,2}}{3B_0}F .
\label{eq:response}
\end{equation}
The first approximation drops vibrationally excited states, and the second inserts $d_{01}^2=\bar d^{\,2}/3$ and $E_1-E_0=2B_0$. The coefficient is $0.7583^2/(3\times4.2104\times10^{-5})=4.55\times10^3$, and the full calculation at $F=10^{-6}$ gives the same to three digits. Since $dE/dF=-\langle d_z\rangle$, the energy shift is $-\tfrac12(4.55\times10^3)F^2$, the quadratic shift quoted at the start.

The field produces a dipole by mixing $J=0$ with $J=1$, which have opposite parity. The mixing is weak while $\bar dF\ll B_0$. At $F=10^{-4}$, where $\bar dF/B_0=1.8$, the linear formula would give $0.455$ and the full calculation gives $0.344$.

For $\bar dF\gg B_0$ the axis performs small oscillations about the field. With $\cos\theta\approx1-\theta^2/2$ and tangent-plane coordinates $\theta^2=\xi^2+\eta^2$, the rotor Hamiltonian $B_0\mathbf L^2-\bar dF\cos\theta$ becomes, apart from a constant,
\begin{equation}
B_0(p_\xi^2+p_\eta^2)+\tfrac12\bar dF(\xi^2+\eta^2).
\end{equation}
Each oscillator has mass $\mu=1/(2B_0)$ and force constant $k=\bar dF$, so $\langle\xi^2\rangle=1/(2\sqrt{\mu k})=\tfrac12\sqrt{2B_0/(\bar dF)}$. Adding the two directions,
\begin{equation}
\langle\cos\theta\rangle\approx1-\tfrac12\sqrt{\frac{2B_0}{\bar dF}}=1-\left(\frac{2\bar dF}{B_0}\right)^{-1/2}.
\end{equation}
At $F=5\times10^{-3}$ this leading-order formula gives $0.925$, against $0.926$ from the full calculation. Here the dipole points roughly along the field, with an rms angle $\sqrt{2(1-0.926)}\approx0.39$ rad, or $22^\circ$, in a state that the field has made. This field is $2.6\times10^7$ V/cm, far above static laboratory fields. At this strength a real molecule is also polarized electronically, which the model omits: for HCl, Hartree--Fock theory gives an induced dipole of about $0.08$.

If a weak field is suddenly removed, the state left behind is approximately $b_0|0\rangle+b_1|1\rangle$ with real $b_0,b_1$. Each component acquires its phase $e^{-iE_nt}$, and the diagonal dipole elements vanish, so
\begin{equation}
\langle d_z\rangle(t)\approx2b_0b_1d_{01}\cos[(E_1-E_0)t]=\langle d_z\rangle(0)\cos[(E_1-E_0)t].
\end{equation}
The period is $2\pi/(8.4203\times10^{-5})=7.46\times10^4$, or $1.805$ ps. Starting from the ground state in $F=10^{-5}$, propagation with all grid eigenstates gives $0.0454$ initially and $-0.0453$ after half a period. A free molecule can therefore have a dipole in space, but in this model such a state is not stationary.

\section{The general statement and its proof}

Consider any neutral molecule with Coulomb interactions, no external field, and its centre of mass removed. Weak-interaction parity violation is neglected. Spin does not enter this Hamiltonian and is left out; $\mathbf J$ denotes the total angular momentum of the motion in space.

\textbf{Statement.} If an energy level contains no two states of opposite parity, every state in it has $\langle\hat{\mathbf d}\rangle=0$. A level whose only degeneracy is the $(2J+1)$-fold one in $M$ satisfies this condition.

Let $P$ reverse the positions of all electrons and nuclei relative to the centre of mass. Momenta reverse as well. The kinetic energy is quadratic in momenta and the Coulomb energy depends on distances, so $PHP=H$. The angular momentum is a sum of products $\mathbf r\times\mathbf p$, so $P\mathbf JP=\mathbf J$. The dipole is linear in positions, so $P\hat{\mathbf d}P=-\hat{\mathbf d}$. Neutrality makes it independent of the origin.

Let the level be a single multiplet $|JM\rangle$. The state $P|JM\rangle$ has the same energy and the same $M$, so $P|JM\rangle=\varepsilon_M|JM\rangle$, and $P^2=1$ gives $\varepsilon_M=\pm1$. For $M<J$ the state $J_+|JM\rangle$ is a nonzero multiple of $|J,M+1\rangle$, and
\begin{equation}
\varepsilon_{M+1}J_+|JM\rangle=PJ_+|JM\rangle=J_+P|JM\rangle=\varepsilon_MJ_+|JM\rangle .
\end{equation}
All $\varepsilon_M$ are therefore equal to one sign $\varepsilon$. Any superposition $\psi$ over $M$ satisfies $P\psi=\varepsilon\psi$, and since $\varepsilon^2=1$,
\begin{equation}
\langle\psi|\hat{\mathbf d}|\psi\rangle=\langle P\psi|\hat{\mathbf d}|P\psi\rangle=\langle\psi|P\hat{\mathbf d}P|\psi\rangle=-\langle\psi|\hat{\mathbf d}|\psi\rangle=0 .
\end{equation}
The last steps hold for any level of one parity, which proves the statement. No separation of electronic and nuclear motion has been used.

The condition concerns parity, not degeneracy as such. In the diatomic model, a superposition of all five $J=2$ states with random coefficients has $|\langle\mathbf n\rangle|=6\times10^{-17}$. Adding a random $J=1$ part, which has the opposite parity, gives $|\langle\mathbf n\rangle|=0.27$.

For $J=0$ more can be said. Then $\mathbf J\psi=0$, so $\psi$ is unchanged by every rotation, and the density of each kind of particle about the centre of mass is spherical. Such a state has no shape in space, however many atoms the molecule has.

Neither symmetry removes internal structure. Distances between nuclei are unchanged by rotation and inversion. So is the angle between two internuclear vectors, because both rotate together and both reverse together. Bond lengths and bond angles can therefore have narrow distributions in a state without any direction. Handedness is different: a triple product of three internuclear vectors changes sign under $P$, so its mean vanishes in a parity eigenstate.

\section{When opposite parities coincide}

The condition can fail. An exact example is the nonrelativistic hydrogen atom, where $2s$ and $2p$ are degenerate and $(2s\pm2p_z)/\sqrt2$ has a dipole of magnitude $3$. For a molecule it can fail within the Born--Oppenheimer approximation. In a $^1\Pi$ state of a diatomic the electronic angular momentum along the axis is $\Lambda=\pm1$, and both signs have the same clamped-nuclei energy. Within one $J$ multiplet a vector operator is proportional to $\mathbf J$, so $\mathbf n\to c\,\mathbf J$. Taking the product with $\mathbf J$ gives $cJ(J+1)=\mathbf n\cdot\mathbf J=\Lambda$, because the rotation of the nuclei has no component along the axis. Hence
\begin{equation}
\langle J\Lambda M|d_z|J\Lambda M\rangle=d\,\frac{\Lambda M}{J(J+1)} .
\end{equation}
For $d=0.75$ and $J=M=\Lambda=1$ the dipole is $p=0.75/2=0.375$. In this approximation a stationary state with a dipole in space does exist.

Inversion reverses $\mathbf n$ but not $\mathbf J$, so it exchanges $\Lambda=+1$ and $\Lambda=-1$. The degenerate pair thus contains both parities. Coupling between electronic motion and nuclear rotation, which the Born--Oppenheimer approximation omits, can connect the two signs and split the pair by $\Delta$. With phases chosen so that $P|{+}\rangle=|{-}\rangle$, and with the coupling taken as negative, the $J=M=1$ pair in a field has the matrix
\begin{equation}
\begin{pmatrix}-pF&-\Delta/2\\-\Delta/2&pF\end{pmatrix},\qquad
E_\mp=\mp\sqrt{(\Delta/2)^2+p^2F^2}.
\end{equation}
The dipole has no off-diagonal element here, because a vector operator changes $\Lambda$ by at most one. A positive coupling would exchange the parities of the two levels and leave the energies unchanged. At $F=0$ the eigenstates are $(|{+}\rangle\pm|{-}\rangle)/\sqrt2$, with dipole $\tfrac12(p-p)=0$. In a field the lower state has
\begin{equation}
\langle d_z\rangle=-\frac{dE_-}{dF}=\frac{p^2F}{\sqrt{(\Delta/2)^2+p^2F^2}} .
\label{eq:doublet}
\end{equation}

Choose the round model value $\Delta=10^{-8}$. At $F=10^{-8}$ one has $pF=3.75\times10^{-9}$ and a square root of $6.25\times10^{-9}$, so $\langle d_z\rangle=0.375\times3.75/6.25=0.225$. At $F=10^{-7}$ the dipole is $0.372$, close to its limit $p$ in this two-state model. The numerical check includes the coupling to higher $J$, up to $J=6$, and agrees with (\ref{eq:doublet}) to within $5\times10^{-4}$ at the fields computed.

The crossover field is $\Delta/(2p)=1.33\times10^{-8}$, or $69$ V/cm. At this field the dipole coupling equals half the gap. For a $\Sigma$ state with the same bond length and dipole, and with $B=1/(2mR_e^2)$, the $J=0,1$ pair has gap $2B$ and coupling $dF/\sqrt3$, so the same criterion gives $\sqrt3B/d=9.85\times10^{-5}$, or $5.1\times10^5$ V/cm. The crossover field of the doublet is proportional to $\Delta$, and a real splitting can be larger than the one chosen. Second-order coupling to a single $\Sigma$ state at a distance $\Delta E$, with a unit matrix element of the electronic angular momentum, gives $\Delta=8B^2/\Delta E$ for $J=1$. For $\Delta E=0.1$ this is $1.5\times10^{-7}$, with a crossover near $10^3$ V/cm, still far below the $\Sigma$ value. A small parity splitting therefore lets a weak field bring out a dipole that the field-free eigenstates do not have.

The splitting also sets a time scale. A state prepared as $|{+}\rangle$ without a field is an equal superposition of the two parity states, and its dipole is $p\cos(\Delta t)$. For times much shorter than $1/\Delta$ it behaves as a state with a fixed dipole. As $\Delta\to0$ that time grows without limit, and the degenerate Born--Oppenheimer description is recovered.

\section*{Computed results}
\begin{verbatim}
SIGMA-STATE MODEL (atomic units unless stated)
masses A, B, reduced: 2000 30000 1875 m_e
Morse depth 0.2 hartree, a 1.0 1/bohr, Re 2.5 bohr
effective charge q: 0.3 e; dipole at Re: 0.7500 e bohr
ground energy, grid:  0.00723630 hartree
ground energy, Morse: 0.00723630 hartree
largest |<d_z>|, 15 lowest states: 5e-13 e bohr
mean R, grid and exact: 2.52775 2.52775 bohr
width of R, grid and exact: 0.13701 0.13701 bohr
mean distance of nucleus A from centre of mass: 2.3698 bohr
J=0 direction density, min and max: 0.500000 0.500000
<P2(cos theta)> for J=0, M=0: -0.00000
<P2(cos theta)> for J=1, M=0: 0.40000
<P2(cos theta)> for J=2, M=0: 0.28571
<P2(cos theta)> for J=3, M=0: 0.26667
vibrationally averaged dipole: 0.75833 e bohr
transition moment J=0 to 1: 0.43783 e bohr
averaged dipole / sqrt(3):  0.43782 e bohr
E1-E0: 8.420315e-05 hartree; 2*B0: 8.420899e-05 hartree
bond length from E1-E0: 2.51672 bohr
response <d_z>/F, direct: 4553.16 a.u.
response, transition formula: 4553.26 a.u.
response, rotor formula: 4552.63 a.u.
F=1e-06 a.u.: <d_z>=0.00455 e bohr, <cos>=0.00600
F=1e-05 a.u.: <d_z>=0.04535 e bohr, <cos>=0.05980
F=1e-04 a.u.: <d_z>=0.34393 e bohr, <cos>=0.45351
F=1e-03 a.u.: <d_z>=0.63199 e bohr, <cos>=0.83309
F=5e-03 a.u.: <d_z>=0.70315 e bohr, <cos>=0.92566
strong-field formula for last <cos>: 0.92549
period after field 1e-5 is removed: 74619.4 a.u. = 1.8050 ps
<d_z> after 0.000 period: 0.04535 e bohr
<d_z> after 0.125 period: 0.03205 e bohr
<d_z> after 0.250 period: -0.00003 e bohr
<d_z> after 0.500 period: -0.04529 e bohr
<d_z> after 1.000 period: 0.04535 e bohr
SUPERPOSITIONS OVER M (random coefficients)
J=2 only: |<unit vector>| = 6e-17
J=2 only: largest |eigenvalue| of <nn>-1/3 = 0.1719
J=1 and J=2 mixed: |<unit vector>| = 0.2700
PI-STATE MODEL, J=1, M=1
dipole 0.7500 e bohr, B 4.26667e-05 hartree
parity splitting: 1.0e-08 hartree
dipole p of unsplit Lambda=+1 state: 0.37500 e bohr
largest |<d_z>| of the two parity states: 5e-13 e bohr
F=1e-09 a.u.: <d_z> of lower state = 0.02805 e bohr
F=1e-08 a.u.: <d_z> of lower state = 0.22501 e bohr
F=1e-07 a.u.: <d_z> of lower state = 0.37181 e bohr
crossover field Sigma, B/d: 5.6889e-05 a.u. = 2.9253e+05 V/cm
crossover field Pi, delta/(2p): 1.3333e-08 a.u. = 68.56 V/cm
\end{verbatim}
